\section*{Thermal disturb budget of a phase-change memory cell}

\section*{Problem}

A phase-change memory cell stores one of its two states as an amorphous region, which is lost when the region crystallises. In storage at $T_s=85\,^\circ$C ($358.15$ K) the amorphous state lasts $t_s=10$ years. Its failure time at constant temperature follows an Arrhenius law with activation energy $E=2.6$ eV. Each time an adjacent cell is written, the stored cell is heated to $T_d=450$ K for $t_p=50$ ns.

\begin{enumerate}
\item[(a)] Show that, when one temperature-dependent rate controls crystallisation, the fractions of life used at different temperatures add.
\item[(b)] Show that the cell tolerates about $2\times10^8$ pulses, and state the conditions.
\item[(c)] Does this count survive if nucleation and growth have different activation energies?
\item[(d)] How much storage life remains after $10^8$ pulses?
\item[(e)] How sensitive is the count to the data, and what peak temperature would allow $10^9$ pulses?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Adding up the damage}

Let $x$ be the crystallised fraction, with failure at $x=x_f$. Suppose that temperature enters through a single rate factor,
\begin{equation}
\frac{dx}{dt}=r(T)\,g(x),\qquad r(T)=r_0e^{-E/kT},
\end{equation}
where $g(x)>0$ describes how the process speeds up or slows down as it advances. Dividing by $g$ and integrating from the fresh state to failure gives
\begin{equation}
\int_0^{x_f}\frac{dx}{g(x)}\equiv G=\int_0^{t_{\rm fail}}r(T(t))\,dt .
\end{equation}
At constant temperature the right side is $r(T)t_f(T)$, so $t_f(T)=G/r(T)$. Replacing $r$ by $G/t_f$ and cancelling $G$ gives the failure condition for any temperature history:
\begin{equation}
\int_0^{t_{\rm fail}}\frac{dt}{t_f(T(t))}=1 .
\label{eq:add}
\end{equation}
The function $g$ has dropped out. Crystallisation need not be linear in time for the used fractions of life to add.

A numerical test used $g=(x+0.01)(1-x)$, $x_f=0.2$ and contiguous temperature pulses $T=T_s+(T_d-T_s)\sin^2(\pi t/P)$ with $P=0.35$ s. Equation~\eqref{eq:add} predicts failure after $199.8$ pulses; integrating the rate equation gave failure during pulse 200.

\subsection*{(b) The number of pulses}

Since $t_f=G/r$, the failure time is $t_f(T)=(G/r_0)e^{E/kT}$. The unknown prefactor cancels in the ratio of the two lives:
\begin{equation}
A\equiv\frac{t_f(T_s)}{t_f(T_d)}
=\exp\!\left[\frac{E}{k}\left(\frac1{T_s}-\frac1{T_d}\right)\right].
\end{equation}
The exponent is positive because $T_d>T_s$: the hot cell fails sooner. With $k=8.617\times10^{-5}$ eV/K,
\begin{align}
\frac{E}{k}&=3.017\times10^4\ \text{K},\\
\frac1{T_s}-\frac1{T_d}&=5.699\times10^{-4}\ \text{K}^{-1},\\
A&=e^{17.195}=2.936\times10^7 .
\end{align}
Ten years are $3.156\times10^8$ s, so the life at 450 K is
\begin{equation}
t_d\equiv t_f(T_d)=\frac{3.156\times10^8\ \text{s}}{2.936\times10^7}=10.75\ \text{s}.
\end{equation}
A square pulse uses the fraction $t_p/t_d$ of the life. If nothing happens between pulses, Eq.~\eqref{eq:add} becomes $Nt_p/t_d=1$, and
\begin{equation}
N=\frac{t_d}{t_p}=\frac{t_s}{t_p}
\exp\!\left[-\frac{E}{k}\left(\frac1{T_s}-\frac1{T_d}\right)\right]
=2.15\times10^8 .
\label{eq:N}
\end{equation}
This is the required $2\times10^8$. In the limit $T_d\to T_s$ the exponential tends to one and $N\to t_s/t_p$, as it must when the pulses add no heating.

The result requires the same failure criterion in storage and disturb, an Arrhenius law valid up to 450 K, and a cell that is not rewritten during the count. The temperature must be that of the amorphous region itself.

It also requires a rapid burst. One pulse does as much damage as $At_p=1.47$ s of storage. If pulses repeat with period $P\gg t_p$ and the cell rests at $T_s$ between them, each cycle uses $t_p/t_d+P/t_s$ of the life. The count is then
\begin{equation}
N_P=\frac{1}{t_p/t_d+P/t_s}=\frac{N}{1+P/(At_p)} .
\end{equation}
For $P=1\ \mu$s the whole burst lasts 215 s and the rests use a fraction $7\times10^{-7}$ of the storage life. For $P=1.47$ s the count is halved.

\subsection*{(c) Separate nucleation and growth}

Let nuclei appear at a rate $I\propto e^{-E_I/kT}$ per volume and grow in three dimensions at speed $u\propto e^{-E_u/kT}$. Take randomly placed nuclei of negligible initial size, so that the crystallised fraction is a rising function of the extended volume, the total volume counted without regard to overlap. Apart from a geometric factor, at constant temperature this volume is
\begin{equation}
X=\int_0^t I\,[u(t-t')]^3\,dt'=\frac{Iu^3t^4}{4}.
\end{equation}
Failure at a fixed $X$ means $t_f\propto(Iu^3)^{-1/4}$, hence
\begin{equation}
t_f\propto e^{E/kT},\qquad E=\frac{E_I+3E_u}{4}.
\end{equation}
The measured activation energy of the failure time is this weighted mean. In a rapid burst nuclei form and grow during the hot intervals, with negligible change between them. The same integral therefore applies with $t$ replaced by the accumulated hot time $nt_p$. Failure again occurs at $Nt_p=t_d$, and Eq.~\eqref{eq:N} survives within this model. The model assumes that $I$ and $u$ take their steady values as soon as the temperature changes, and that the region holds many nuclei. A nucleation delay comparable to $t_p$, or a region so small that a few nuclei decide its fate, lies outside it.

As a numerical test, take $E_I=3.2$ eV and $E_u=2.4$ eV, whose weighted mean is 2.6 eV. With pulses lengthened to 5 ms and separated by 1 s at $T_s$, the formula gives 2150 pulses. Following the nuclei pulse by pulse also gave 2150.

The formula for $N_P$ in part (b) does not survive, because it adds fractions of life. Nuclei formed during the pulses also grow during the rests. This growth is negligible only if $u(T_s)P\ll u(T_d)t_p$, which for these barriers and 50 ns pulses means $P\ll0.39$ s. At $P=1.47$ s the count falls to $0.31N$, not to half of $N$.

\subsection*{(d) The storage life that remains}

The $N$ pulses consume the entire life; they do not come in addition to ten years of storage. With one rate factor, Eq.~\eqref{eq:add} for $n$ pulses followed by storage for a time $t$ reads
\begin{equation}
\frac nN+\frac t{t_s}=1,\qquad t=t_s\left(1-\frac nN\right).
\end{equation}
For $n=10^8$, $t=10(1-0.465)=5.35$ years.

This linear rule does not carry over to unequal barriers. To see why, measure each stage by the fraction of life it would use alone. Choose units in which $It_s=ut_s=1$ at $T_s$; failure is then at $X=1/4$. At $T_d$ the growth per unit of life is
\begin{equation}
\rho=\frac{u(T_d)t_d}{u(T_s)t_s}
=\exp\!\left[\frac{E_u-E}{k}\left(\frac1{T_s}-\frac1{T_d}\right)\right].
\end{equation}
Because $Iu^3t_f^4$ is the same at both temperatures, $I(T_d)t_d=\rho^{-3}$. For the barriers above, $\rho=e^{-0.2\times6.613}=0.266$. Per unit of life used, the hot cell grows its crystals about four times less but forms about 53 times more nuclei.

Let disturb use a fraction $p$, followed by a fraction $q$ of storage. A nucleus born at hot fraction $s$ reaches the size $\rho(p-s)+q$. Adding the nuclei born in storage,
\begin{align}
X&=\int_0^p\rho^{-3}[\rho(p-s)+q]^3ds+\int_0^q(q-s)^3ds\nonumber\\
&=\frac{(\rho p+q)^4-q^4}{4\rho^4}+\frac{q^4}{4}.
\end{align}
Setting $X=1/4$ with $p=0.465$ gives $q=0.149$, or 1.49 years. The linear rule promised 5.35 years. The many nuclei made by the pulses go on growing in storage.

In the opposite order, a nucleus born at storage fraction $s$ reaches the size $(p-s)+\rho q$. The hot nuclei contribute $\rho^{-3}\rho^3q^4/4=q^4/4$, so failure requires
\begin{equation}
(p+\rho q)^4-(\rho q)^4+q^4=1 .
\end{equation}
After five years, $p=0.5$ and $q=0.914$. The cell then tolerates $1.97\times10^8$ pulses, compared with $1.08\times10^8$ from the linear rule. For these barriers the linear rule is pessimistic when storage comes first and optimistic when disturb comes first. The combined barrier $E$ alone therefore cannot guarantee retention after disturb. A retention measurement on disturbed cells tests it directly; within this model, separate values of $E_I$ and $E_u$ also suffice to predict it.

\subsection*{(e) Sensitivity and allowed temperature}

Take the logarithm of Eq.~\eqref{eq:N}:
\begin{equation}
\ln N=\ln\frac{t_s}{t_p}-\frac Ek\left(\frac1{T_s}-\frac1{T_d}\right).
\end{equation}
Since $d(1/T_d)/dT_d=-1/T_d^2$,
\begin{align}
\frac{\partial\ln N}{\partial T_d}&=-\frac{E}{kT_d^2}=-0.149\ \text{K}^{-1},\\
\frac{\partial\ln N}{\partial E}&=-\frac1k\left(\frac1{T_s}-\frac1{T_d}\right)=-6.61\ \text{eV}^{-1}.
\end{align}
A peak 10 K hotter lowers $N$ to $5.0\times10^7$; one 10 K cooler raises it to $9.9\times10^8$. The derivative with respect to $E$ is taken with the ten-year life at 85 $^\circ$C held fixed. A larger $E$ then makes the life fall faster on heating, so 2.7 eV gives $1.1\times10^8$ pulses and 2.5 eV gives $4.2\times10^8$. If the prefactor were held fixed instead, a larger barrier would lengthen the life at both temperatures.

Solving the logarithmic equation for the disturb temperature gives
\begin{equation}
\frac1{T_d}=\frac1{T_s}-\frac kE\ln\frac{t_s}{Nt_p}.
\end{equation}
For $N=10^9$ the total hot time is $Nt_p=50$ s, and the highest allowed peak is 439.9 K. Within this model, a reduction of about 10 K buys nearly a factor of five in pulses.

\subsection*{Relation to real cells}

The retention, barrier and pulse length are of the rough size found for germanium--antimony--tellurium memory alloys. These melt at roughly 900 K, and writing the amorphous state requires melting. A rise of 92 K in the neighbour is then about one sixth of the rise needed to bring the written cell to its melting point, which is strong thermal coupling. Real pulses are not square. If the neighbour approaches 450 K exponentially with an assumed time constant of 5 ns and cools in the same way, its equivalent time at 450 K,
\begin{equation}
t_{\rm eff}=\int\frac{t_f(T_d)}{t_f(T(t))}\,dt,
\end{equation}
is 34 ns, and $N$ rises to $3.1\times10^8$. Temperature also varies across a real amorphous region, and the 10 K result above shows what a hotter edge can cost. In an array the weakest cells matter, so $t_s$ must refer to the same permitted fraction of failed cells as the disturb limit. If the barrier varies from cell to cell, this may not be enough: the cells that fail first in storage need not be those that fail first under disturb.

The model in part (c) starts every crystal from a new nucleus. In a real cell the amorphous region usually touches crystalline material, which can also grow inward without nucleation. Where new nuclei contribute negligibly throughout, including in storage after disturb, the growth speed is the single rate and the linear rule of part (d) applies. It is not enough that inward growth dominates in storage, because nucleation can matter more at the disturb temperature.

The Arrhenius law may itself change, for example at a glass transition. If the barrier rose to 5 eV above 440 K, with the failure time continuous there, crystallisation at 450 K would be faster by
\begin{equation}
\exp\!\left[\frac{5.0-2.6}{k}\left(\frac1{440\ \text{K}}-\frac1{450\ \text{K}}\right)\right]=4.1,
\end{equation}
and $N$ would fall to $5.3\times10^7$. These two values are assumptions chosen to size the effect. A bake at 450 K tests this point directly: the cell should last about 11 s. Such a bake removes the extrapolation in temperature, but it does not test whether many short pulses act like one continuous heating.

The ambient matters as well. With the same 91.85 K rise from 25 $^\circ$C, the peak is 390 K. Eq.~\eqref{eq:N}, with $T_s$ and $t_s$ kept at their 85 $^\circ$C reference values because they only fix the failure-time law, gives $6.5\times10^{12}$ pulses. The figure of $2\times10^8$ thus belongs to a hot chip with strongly coupled neighbours.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
activation energy E: 2.6 eV
storage temperature: 358.15 K
disturb temperature: 450.0 K
temperature rise: 91.85 K
storage life, ten years: 3.15576e+08 s
pulse length: 50.0 ns
E/k: 30171.7 K
1/Ts - 1/Td: 5.69904e-04 1/K
Arrhenius exponent: 17.195 (no unit)
acceleration factor: 2.936e+07 (no unit)
life at disturb temperature: 10.75 s
pulses to failure N: 2.150e+08 (count)
storage time equal to one pulse: 1.468 s
-- tests --
smooth pulses, predicted: 199.80 (count)
smooth pulses, simulated: 200 (count)
life left after 100, simulated: 4.9950 years
life left after 100, linear: 4.9950 years
nucleation barrier: 3.2 eV
growth barrier: 2.4 eV
nucleation-growth test pulse: 5.0 ms
nucleation-growth, predicted: 2150.01 (count)
nucleation-growth, simulated: 2150 (count)
-- sensitivity and design --
d ln N/dTd: -0.1490 1/K
d ln N/dE: -6.613 1/eV
N if peak is 10 K hotter: 5.005e+07 (count)
N if peak is 10 K cooler: 9.868e+08 (count)
N if E is 2.5 eV: 4.165e+08 (count)
N if E is 2.7 eV: 1.110e+08 (count)
highest Td for 1e+09 pulses: 439.91 K
-- omitted effects --
thermal time constant: 5.0 ns
effective pulse length: 34.35 ns
N with thermal response: 3.130e+08 (count)
burst duration at 1 us period: 215.0 s
storage life used in burst: 6.81e-07 (fraction)
speed-up, 5 eV above 440 K: 4.08
N with this barrier change: 5.267e+07 (count)
life left after 1e8, one barrier: 5.35 years
life left after 1e8, two barriers: 1.49 years
N after 5 years, one barrier: 1.075e+08 (count)
N after 5 years, two barriers: 1.965e+08 (count)
peak from 25 C with same rise: 390.00 K
N from 25 C with same rise: 6.490e+12 (count)
\end{verbatim}
